# Fourier tails and egg-box errors in LDA and PBE: a program that tests the result

```python
"""Fourier tails and egg-box errors of LDA and PBE for a band-limited density.

Result under test: for n = nbar*(1 + A*cos(q*x)), q = 2*Gc, the coefficients F_k
of the xc energy density do not end at k = 1.  Their decay follows from complex
singularities at q*x = theta + i*eta:
  LDA exchange: branch point at eta0 = arccosh(1/A)
  PBE exchange: simple pole at eta_p < eta0, where s^2 = -kappa/mu
  PBE correlation: logarithmic branch points, zeros of Q and P in H = gamma*ln(Q/P)
A grid with N points per density period turns F_N, F_2N, ... into an egg-box.
Symbols: Gc orbital cutoff, nbar mean density, A modulation, s and t reduced
gradients. Hartree atomic units unless a label says otherwise.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import binom, hyp2f1
from pyscf.dft import libxc

HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]
nbar, Gc = 0.03, 1.0
weight_plus, weight_minus = 0.8, 0.2
A = 2 * np.sqrt(weight_plus * weight_minus)
q = 2 * Gc
period = 2 * np.pi / q
Cx = 0.75 * (3 / np.pi) ** (1 / 3)
kappa = 0.804
beta = 0.06672455060314922
mu = beta * np.pi**2 / 3
gamma = (1 - np.log(2)) / np.pi**2
LDA_X, PBE_X = "LDA_X,", "GGA_X_PBE,"
LDA_XC, PBE_XC = "LDA_X,LDA_C_PW_MOD", "GGA_X_PBE,GGA_C_PBE"


def density(zeta):
    return nbar * (1 + A * np.cos(zeta))


def gradient(zeta):
    return -nbar * A * q * np.sin(zeta)


def energy_density(name, theta):
    """xc energy per volume from libxc at real phases theta = q*x."""
    shape = np.shape(theta)
    phase = np.ravel(theta)
    n = density(phase)
    if name.startswith("LDA"):
        rho = n
    else:
        rho = np.array([n, gradient(phase), 0 * n, 0 * n])
    exc = libxc.eval_xc(name, rho, spin=0, deriv=1)[0]
    return (n * exc).reshape(shape)


def s_squared(zeta):
    n = density(zeta)
    return gradient(zeta)**2 / (4 * (3 * np.pi**2)**(2 / 3) * n**(8 / 3))


def exchange_denominator(zeta):
    return 1 + mu * s_squared(zeta) / kappa


def pw92(n):
    rs = (3 / (4 * np.pi * n)) ** (1 / 3)
    a = 0.0310906908696549
    poly = (7.5957 * rs**0.5 + 3.5876 * rs + 1.6382 * rs**1.5
            + 0.49294 * rs**2)
    return -2 * a * (1 + 0.21370 * rs) * np.log(1 + 1 / (2 * a * poly))


def log_parts(zeta):
    """Numerator Q and denominator P inside the PBE correlation logarithm."""
    n = density(zeta)
    kf = (3 * np.pi**2 * n) ** (1 / 3)
    t2 = np.pi * gradient(zeta)**2 / (16 * kf * n**2)
    b = beta / gamma
    ac = b / (np.exp(-pw92(n) / gamma) - 1)
    P = 1 + ac * t2 + ac**2 * t2**2
    return P + b * t2 * (1 + ac * t2), P


def zero_count(function, height):
    """Zeros with 0 < eta < height; function is positive on the real axis."""
    theta = np.linspace(0, 2 * np.pi, 40001)
    angle = np.unwrap(np.angle(function(theta + 1j * height)))
    return int(round(-(angle[-1] - angle[0]) / (2 * np.pi)))


def find_zeros(function, height):
    """Newton search from many starting points in one period."""
    th, et = np.meshgrid(np.linspace(0.03, 6.25, 90), np.linspace(0.02, height, 18))
    z = (th + 1j * et).ravel()
    step = 1e-5
    with np.errstate(all="ignore"):
        for _ in range(60):
            slope = (function(z + step) - function(z - step)) / (2 * step)
            z = z - function(z) / slope
        good = np.isfinite(z) & (np.abs(function(z)) < 1e-9)
    good &= (z.imag > 0) & (z.imag < height) & (z.real >= 0) & (z.real < 2 * np.pi)
    roots = []
    for candidate in z[good]:
        if all(abs(candidate - old) > 1e-6 for old in roots):
            roots.append(candidate)
    return sorted(roots, key=lambda value: value.imag)


def shifted_means(name, N, shifts=64):
    """Grid mean of the energy density for grid origins across one spacing."""
    offset = 2 * np.pi / N * np.arange(shifts)[:, None] / shifts
    theta = 2 * np.pi * np.arange(N)[None, :] / N + offset
    return energy_density(name, theta).mean(axis=1)


def eggbox(name, N):
    """Peak-to-peak energy variation, meV per electron."""
    return np.ptp(shifted_means(name, N)) / nbar * HARTREE_MEV


# Density from the orbital: its spectrum must end at 2*Gc.
M = 512
theta = 2 * np.pi * np.arange(M) / M
x = theta / q
orbital = (np.sqrt(weight_plus) * np.exp(1j * Gc * x)
           + np.sqrt(weight_minus) * np.exp(-1j * Gc * x))
orbital_density = nbar * abs(orbital)**2
density_coeff = np.fft.rfft(orbital_density) / M
assert np.allclose(orbital_density, density(theta), rtol=1e-12)
assert np.max(abs(density_coeff[2:])) < 1e-15

# Polynomial control: n^2 has an egg-box for N=2 and none for N=3.
def square_eggbox(N):
    values = [np.mean(density(2 * np.pi * np.arange(N) / N + shift)**2)
              for shift in np.linspace(0, 2 * np.pi / N, 33)]
    return np.ptp(values)


assert square_eggbox(2) > 1e-5 and square_eggbox(3) < 1e-16

F = {name: np.fft.rfft(energy_density(name, theta)).real / M
     for name in (LDA_X, PBE_X, LDA_XC, PBE_XC)}

# LDA exchange: exact coefficients and their large-k form.
eta0 = np.arccosh(1 / A)
r = np.exp(-eta0)


def lda_formula(k):
    front = -Cx * nbar**(4 / 3) * (A / (2 * r))**(4 / 3)
    return front * binom(4 / 3, k) * r**k * hyp2f1(-4 / 3, k - 4 / 3, k + 1, r**2)


for k in range(1, 17):
    assert abs(F[LDA_X][k] / lda_formula(k) - 1) < 1e-4
lda_tail = (-Cx * nbar**(4 / 3) * (A / (2 * r))**(4 / 3)
            * binom(4 / 3, 16) * r**16 * (1 - r**2)**(4 / 3))
assert abs(lda_tail / F[LDA_X][16] - 1) < 0.12

# PBE exchange: pole position, residue and the remainder without the pole.
eta_p = brentq(lambda eta: exchange_denominator(np.pi + 1j * eta).real,
               1e-4, 0.99 * eta0, xtol=1e-15, rtol=1e-14)
n_pole = nbar * (1 - A * np.cosh(eta_p))
D_slope = (2 / np.tanh(eta_p)
           + 8 / 3 * A * np.sinh(eta_p) / (1 - A * np.cosh(eta_p)))
B = Cx * kappa * n_pole**(4 / 3) / D_slope
assert eta_p < eta0
assert zero_count(exchange_denominator, 0.95 * eta0) == 1


def pole_term(k):
    return (-1.0)**k * B * np.exp(-k * eta_p)


assert abs(F[PBE_X][10] / pole_term(10) - 1) < 0.05
assert abs(F[PBE_X][16] / pole_term(16) - 1) < 0.01
remainder = np.array([abs(F[PBE_X][k] - pole_term(k)) for k in range(18)])
remainder_rate = np.log(remainder[6:10].max() / remainder[14:18].max()) / 8
assert remainder_rate > 0.85 * eta0

# PBE correlation: check its continuation on the real axis, then its zeros.
Q_real, P_real = log_parts(theta)
correlation = density(theta) * (pw92(density(theta)) + gamma * np.log(Q_real / P_real))
libxc_correlation = energy_density(PBE_XC, theta) - energy_density(PBE_X, theta)
assert np.max(abs(correlation - libxc_correlation)) < 1e-8
search_height = 0.5
Q_zeros = find_zeros(lambda z: log_parts(z)[0], search_height)
P_zeros = find_zeros(lambda z: log_parts(z)[1], search_height)
assert zero_count(lambda z: log_parts(z)[0], search_height) == len(Q_zeros) > 0
assert zero_count(lambda z: log_parts(z)[1], search_height) == len(P_zeros) > 0


def log_coefficient(k):
    total = sum(np.exp(1j * k * z) for z in Q_zeros)
    total -= sum(np.exp(1j * k * z) for z in P_zeros)
    return -total.real / k


def correlation_term(k):
    neighbours = log_coefficient(k - 1) + log_coefficient(k + 1)
    return gamma * nbar * (log_coefficient(k) + A / 2 * neighbours)


# Scale by both parts because their sum may nearly cancel.
for k in range(12, 25):
    predicted = pole_term(k) + correlation_term(k)
    scale = abs(pole_term(k)) + abs(correlation_term(k))
    assert abs(F[PBE_XC][k] - predicted) < 0.03 * scale

# Aliasing: shifted grid means against coefficients from the dense grid.
for name in (LDA_XC, PBE_XC):
    for N in (4, 8):
        shift = 2 * np.pi / N * np.arange(64) / 64
        series = F[name][0] + sum(2 * F[name][j * N] * np.cos(j * N * shift)
                                  for j in range(1, 200 // N))
        assert np.max(abs(shifted_means(name, N) - series)) < 1e-12


def first_coefficient_error(name, N):
    coarse = energy_density(name, 2 * np.pi * np.arange(N) / N)
    return (np.fft.rfft(coarse)[1].real / N) - F[name][1]


for name in (LDA_XC, PBE_XC):
    aliases = sum(F[name][j * 8 - 1] + F[name][j * 8 + 1] for j in range(1, 25))
    assert abs(first_coefficient_error(name, 8) - aliases) < 1e-12


def pole_eggbox(N):
    return 2 * B / np.sinh(N * eta_p) / nbar * HARTREE_MEV


assert abs(pole_eggbox(12) / eggbox(PBE_X, 12) - 1) < 0.05
for N in (8, 12, 16):
    assert eggbox(PBE_X, N) > eggbox(LDA_X, N)


def required_points(name, limit=1.0):
    failing = [N for N in range(3, 61) if eggbox(name, N) >= limit]
    assert failing and max(failing) < 60
    return max(failing) + 1


print(f"mean density = {nbar:.3f} bohr^-3; modulation A = {A:.3f}")
print(f"orbital cutoff = {Gc:.3f} bohr^-1; density cutoff = {q:.3f} bohr^-1")
print(f"density period = {period:.5f} bohr")
print(f"LDA branch height eta0 = {eta0:.6f}; exp(-eta0) = {r:.6f}")
print(f"PBE exchange pole height eta_p = {eta_p:.6f}; exp(-eta_p) = {np.exp(-eta_p):.6f}")
print(f"density at pole = {n_pole:.6e} bohr^-3; |D_eta| = {D_slope:.5f}")
print(f"pole strength B = {B:.6e} hartree/bohr^3")
print(f"decay rate after removing pole = {remainder_rate:.4f} per harmonic")
for label, zeros in (("Q", Q_zeros), ("P", P_zeros)):
    for z in zeros:
        print(f"correlation zero {label}: theta = {z.real:.6f}, eta = {z.imag:.6f}")
print(f"mean xc energy per electron: LDA {F[LDA_XC][0]/nbar:.6f}, "
      f"PBE {F[PBE_XC][0]/nbar:.6f} hartree")
print("coefficients F_k, hartree/bohr^3: k, LDA x, PBE x, LDA xc, PBE xc")
for k in (1, 2, 3, 4, 6, 8, 12, 16):
    print(f"{k:2d} " + " ".join(f"{F[name][k]: .4e}" for name in
                                 (LDA_X, PBE_X, LDA_XC, PBE_XC)))
print("PBE estimates, hartree/bohr^3: k, exchange pole, correlation logs, sum")
for k in (8, 12, 16):
    print(f"{k:2d} {pole_term(k): .4e} {correlation_term(k): .4e} "
          f"{pole_term(k) + correlation_term(k): .4e}")
print("egg-box peak-to-peak, meV/electron: N, LDA x, PBE x, LDA xc, PBE xc")
for N in (4, 6, 8, 12, 16):
    print(f"{N:2d} " + " ".join(f"{eggbox(name, N):.4e}" for name in
                                 (LDA_X, PBE_X, LDA_XC, PBE_XC)))
print(f"PBE exchange pole estimate: N=8 {pole_eggbox(8):.4f}, "
      f"N=12 {pole_eggbox(12):.4f} meV/electron")
print(f"aliasing error of F_1 at N=8: LDA xc {first_coefficient_error(LDA_XC, 8):.4e}, "
      f"PBE xc {first_coefficient_error(PBE_XC, 8):.4e} hartree/bohr^3")
print("smallest N with egg-box below 1 meV/electron from there to N=60:")
for label, name in (("LDA x", LDA_X), ("PBE x", PBE_X),
                    ("LDA xc", LDA_XC), ("PBE xc", PBE_XC)):
    N = required_points(name)
    print(f"{label}: N = {N}, spacing = {period/N:.5f} bohr")
print("ALL CHECKS PASSED")
```

Output:

```
mean density = 0.030 bohr^-3; modulation A = 0.800
orbital cutoff = 1.000 bohr^-1; density cutoff = 2.000 bohr^-1
density period = 3.14159 bohr
LDA branch height eta0 = 0.693147; exp(-eta0) = 0.500000
PBE exchange pole height eta_p = 0.229638; exp(-eta_p) = 0.794821
density at pole = 5.364410e-03 bohr^-3; |D_eta| = 11.62575
pole strength B = 4.796409e-05 hartree/bohr^3
decay rate after removing pole = 1.0952 per harmonic
correlation zero Q: theta = 3.175510, eta = 0.143955
correlation zero Q: theta = 3.107675, eta = 0.143955
correlation zero P: theta = 3.059325, eta = 0.174971
correlation zero P: theta = 3.223860, eta = 0.174971
mean xc energy per electron: LDA -0.292769, PBE -0.298205 hartree
coefficients F_k, hartree/bohr^3: k, LDA x, PBE x, LDA xc, PBE xc
 1 -3.5962e-03 -3.4775e-03 -4.2067e-03 -4.1354e-03
 2 -2.6339e-04 -6.1972e-05 -2.8297e-04 -2.3240e-04
 3  2.7279e-05 -5.2055e-05  3.0177e-05 -2.8638e-05
 4 -5.4373e-06  2.2023e-05 -6.1126e-06  1.8926e-05
 6 -4.2037e-07  1.0202e-05 -4.8227e-07  4.0718e-06
 8 -4.8155e-08  7.4234e-06 -5.5997e-08  2.3530e-06
12 -1.0494e-09  3.0481e-06 -1.2429e-09  1.7226e-07
16 -3.1772e-11  1.2168e-06 -3.8113e-11 -3.5215e-07
PBE estimates, hartree/bohr^3: k, exchange pole, correlation logs, sum
 8  7.6396e-06 -4.9863e-06  2.6533e-06
12  3.0489e-06 -2.8763e-06  1.7262e-07
16  1.2168e-06 -1.5689e-06 -3.5209e-07
egg-box peak-to-peak, meV/electron: N, LDA x, PBE x, LDA xc, PBE xc
 4 1.9731e+01 9.3057e+01 2.2182e+01 6.7619e+01
 6 1.5252e+00 3.9993e+01 1.7498e+00 1.3604e+01
 8 1.7472e-01 2.7655e+01 2.0317e-01 8.0719e+00
12 3.8073e-03 1.1104e+01 4.5093e-03 1.0928e+00
16 1.1527e-04 4.4175e+00 1.3828e-04 1.2763e+00
PBE exchange pole estimate: N=8 28.4394, N=12 11.1070 meV/electron
aliasing error of F_1 at N=8: LDA xc 1.7996e-07, PBE xc -3.4667e-06 hartree/bohr^3
smallest N with egg-box below 1 meV/electron from there to N=60:
LDA x: N = 7, spacing = 0.44880 bohr
PBE x: N = 23, spacing = 0.13659 bohr
LDA xc: N = 7, spacing = 0.44880 bohr
PBE xc: N = 22, spacing = 0.14280 bohr
ALL CHECKS PASSED
```
